# Gibbs-Bogoliubov upper bounds on the free energy of anharmonic crystals, part 2

The problem is to bound from above the free energy of a crystal with potential energy $V(R)$, using a harmonic trial crystal. The $n$ vibrational coordinates $R_a$ have masses $M_a$ and momenta $P_a$; the centre-of-mass motion is removed and exchange is left out. With $\beta=1/kT$,

$$H=T_{\rm kin}+V(R),\qquad T_{\rm kin}=\sum_{a=1}^{n}\frac{P_a^2}{2M_a},$$

$Z=\mathrm{Tr}\,e^{-\beta H}$ (assumed finite), $F=-kT\ln Z$ and $\sigma=e^{-\beta H}/Z$.

The trial $H_t=T_{\rm kin}+V_t$ has

$$V_t=\tfrac12\sum_{ab}(R_a-R^0_a)\,\Phi_{ab}\,(R_b-R^0_b),$$

with centroid $R^0$ and positive definite force constants $\Phi$. Its free energy is $F_t$ and its density matrix is $\rho=e^{-\beta H_t}/\mathrm{Tr}\,e^{-\beta H_t}$. Averages $\langle\cdot\rangle$ without a label are taken with $\rho$. In this state $R$ is Gaussian with covariance $\Psi$, and a normal mode of frequency $\omega$ has the mass-weighted variance $(\hbar/2\omega)\coth(\beta\hbar\omega/2)$.

The bound is

$$F\;\le\;F_t+\langle V-V_t\rangle, \tag{1}$$

and the first derivation obtained it from relative entropy: the excess of the right side over $F$ is $kT\,\mathrm{Tr}\,\rho(\ln\rho-\ln\sigma)$, which is never negative and vanishes only if $\rho=\sigma$. A change of $\Phi$ changes the trial free energy by

$$dF_t=\tfrac12\mathrm{Tr}\,\Psi\,d\Phi . \tag{9}$$

The right side of (1), written $\mathcal F(R^0,\Phi)$, varies by

$$d\mathcal F=\langle\nabla V\rangle\cdot dR^0+\tfrac12\mathrm{Tr}\left[\left(\langle\nabla\nabla V\rangle-\Phi\right)d\Psi\right]. \tag{11}$$

It is stationary when

$$\langle\nabla V\rangle=0,\qquad \Phi=\langle\nabla\nabla V\rangle . \tag{12}$$

Energies are in meV, lengths in Å and masses in u. The cubic truncation listed in the numerical output is $V=150x^2-400x^3$ ($x$ in Å, $V$ in meV) for a mass of 60 u, in a finite basis of oscillator states with a quantum of 6 meV. Its energy has no lower limit, so the levels found depend on the basis.

### Second derivation

Let $W=V-V_t$ and join the two crystals by a path,

$$H_\lambda=H_t+\lambda W=T_{\rm kin}+(1-\lambda)V_t+\lambda V,\qquad 0\le\lambda\le1 .$$

Let $Z(\lambda)$, $F(\lambda)$ and $\langle\cdot\rangle_\lambda$ belong to $H_\lambda$ at the fixed temperature $T$. Then $F(0)=F_t$ and $F(1)=F$. It is assumed that $F(\lambda)$ is twice differentiable for $0<\lambda<1$, that derivatives may be taken under the trace, and that $F$ and $F'$ are continuous up to the end points.

Since $W$ need not commute with $H_\lambda$, the derivative of the exponential requires care. Put $U=e^{-\beta H_\lambda}$, so that $\partial_\beta U=-H_\lambda U$. Differentiating with respect to $\lambda$ gives

$$\partial_\beta(\partial_\lambda U)=-WU-H_\lambda\,\partial_\lambda U,\qquad\text{hence}\qquad \partial_\beta\left(e^{\beta H_\lambda}\partial_\lambda U\right)=-e^{\beta H_\lambda}WU .$$

At $\beta=0$, $U=1$ and $\partial_\lambda U=0$. Integration from zero to $\beta$ yields

$$\partial_\lambda U=-\int_0^\beta d\tau\,e^{-(\beta-\tau)H_\lambda}\,W\,e^{-\tau H_\lambda}. \tag{13}$$

Under the trace the two exponentials join, the integrand no longer depends on $\tau$, and $Z'=-\beta\,\mathrm{Tr}\,WU$. Therefore

$$F'(\lambda)=-kT\frac{Z'}{Z}=\langle W\rangle_\lambda . \tag{14}$$

Differentiate $\langle W\rangle_\lambda=\mathrm{Tr}(WU)/Z$ once more, using (13) and $Z'/Z=-\beta\langle W\rangle_\lambda$:

$$F''(\lambda)=-\frac1Z\int_0^\beta d\tau\,\mathrm{Tr}\left[We^{-(\beta-\tau)H_\lambda}We^{-\tau H_\lambda}\right]+\beta\langle W\rangle_\lambda^2 .$$

Let $\delta W=W-\langle W\rangle_\lambda$. If $\delta W$ replaces $W$ in the integral, the two cross terms contribute $-2\beta\langle W\rangle_\lambda^2$ and the constant term $+\beta\langle W\rangle_\lambda^2$ to the normalized integral. The sum, $-\beta\langle W\rangle_\lambda^2$, with the minus sign in front of the integral, accounts for the last term above. In the eigenstates $|m\rangle$ of $H_\lambda$, with energies $E_m$,

$$F''(\lambda)=-\frac1Z\int_0^\beta d\tau\sum_{mn}|\langle m|\delta W|n\rangle|^2\,e^{-(\beta-\tau)E_n-\tau E_m}\;\le0 . \tag{15}$$

Every term of the sum is nonnegative, so $F(\lambda)$ is concave and lies below its tangent at $\lambda=0$. To keep the remainder, integrate by parts:

$$\int_0^1(1-\lambda)F''\,d\lambda=\Big[(1-\lambda)F'\Big]_0^1+\int_0^1F'\,d\lambda=-F'(0)+F(1)-F(0).$$

With $F'(0)=\langle W\rangle_0=\langle V-V_t\rangle$ this reads

$$F=F_t+\langle V-V_t\rangle-\int_0^1(1-\lambda)\,|F''(\lambda)|\,d\lambda . \tag{16}$$

Dropping the last term gives the bound.

Physically, $F_t+\langle V-V_t\rangle$ charges the crystal for the potential difference while its nuclei keep the trial distribution. The true crystal adapts its distribution as $W$ is switched on, and this response lowers the free energy. When $W$ may be treated as commuting with $H_\lambda$, as in the classical limit, (15) reduces to $|F''|=\beta\langle(\delta W)^2\rangle_\lambda$, a mean square fluctuation divided by $kT$.

Equation (15) also completes the argument for the best trial. Apply it to the harmonic family itself, with $\Phi$ changed by $\lambda\,\delta\Phi$ at fixed centroid. The perturbation is a quadratic form in the displacements, which is not a constant, so $F_t''<0$. Since $F_t'=\tfrac12\mathrm{Tr}\,\Psi\,\delta\Phi$, it follows that $\tfrac12\mathrm{Tr}\,(d\Psi/d\lambda)\,\delta\Phi<0$. No nonzero change of $\Phi$ leaves $\Psi$ unchanged, so $d\Psi$ can be given any symmetric value. The condition $\Phi=\langle\nabla\nabla V\rangle$ is thus necessary as well as sufficient for stationarity.

### What each derivation assumes

Both derivations need a finite $Z$, a normalizable trial and a finite $\langle V-V_t\rangle$. They differ in the following respects.

The relative-entropy derivation compares two density matrices directly. It requires no path between them and no derivative. It holds for any $\rho$ with finite energy and entropy, including a harmonic one at another temperature, and it settles the case of equality at once. It does not show how the excess depends on the anharmonic forces.

The concavity derivation, as written above, starts from the equilibrium state of $H_t$ at the same temperature. A harmonic state formed at another temperature $T'$ can be included by starting the path from $(T/T')H_t$ instead; $W$ then contains kinetic energy as well. The derivation also requires regular behaviour along the whole path, and the end point $\lambda=0$ needs care. If $V$ grows as a positive quartic at large displacements, then $H_\lambda$ is unbounded below for every negative $\lambda$. A power series of $F(\lambda)$ about zero cannot then be relied on to converge, and $F'(0)$ means the derivative from the right. In return, (16) gives the excess as an integrated response.

The two expressions for the excess, $kT\,\mathrm{Tr}\,\rho(\ln\rho-\ln\sigma)$ and $\int_0^1(1-\lambda)|F''|d\lambda$, are equal whenever both derivations apply.

### A two-cell crystal with soft polar modes

Let $u_i$ be the relative displacement of the two sublattices in cell $i$ of a periodic ring, with mode mass $M=80$ u and

$$V=\sum_i\left[\tfrac12au_i^2+\tfrac14bu_i^4+\tfrac12c(u_{i+1}-u_i)^2\right].$$

The round parameters are $a=50$ meV/Å$^2$, $b=2000$ meV/Å$^4$ and $c=400$ meV/Å$^2$. A ring of two cells has two bonds, so the coupling energy is $c(u_1-u_2)^2$. With $Q_\pm=(u_1\pm u_2)/\sqrt2$ this equals $2cQ_-^2$.

Take trials with zero centroid, the same $c$, and $a$ replaced by $K_0$. Their mode stiffnesses are $K_+=K_0$ and $K_-=K_0+4c$. Let $s=\langle u_i^2\rangle$. The coupling cancels in $V-V_t$, and a Gaussian has $\langle u^4\rangle=3s^2$, so the bound per cell is

$$f(K_0)=\tfrac12F_t+\tfrac12(a-K_0)s+\tfrac34bs^2 . \tag{17}$$

By (9), $d(\tfrac12F_t)/dK_0=\tfrac12s$. The derivative of (17) is therefore

$$\frac{df}{dK_0}=\tfrac12\left(a+3bs-K_0\right)\frac{ds}{dK_0}.$$

A stiffer trial moves less, so $ds/dK_0<0$, and the bracket decreases steadily with $K_0$. There is one zero, $K_0=a+3bs$, and it is the minimum of this family.

At 300 K, where $kT=25.85$ meV, the solution has $s=0.0463$ Å$^2$:

$$K_0=50+3(2000)(0.0463)=328\ \text{meV/Å}^2 .$$

With $\hbar^2/M=0.05225$ meV Å$^2$, the soft-mode quantum is $\sqrt{0.05225\times327.8}=4.14$ meV, or 1.00 THz. The bare value, with $a$ in place of $K_0$, is 1.62 meV. At 100 K, $s=0.0247$ Å$^2$, $K_0=198$ meV/Å$^2$ and the quantum is 3.22 meV. The mode hardens on heating because larger motion samples more of the quartic wall.

For a reference, $H$ was diagonalized in a finite product basis of oscillator states. By the min-max principle each level found in a subspace lies no lower than the corresponding true level, so the reference free energy is itself no lower than $F$. A smaller basis changes it by $1.4\times10^{-6}$ meV at 300 K and by less at 100 K. Energies per cell, in meV, are:

| | 100 K | 300 K |
|---|---:|---:|
| Converged free energy | −4.5069 | −39.4388 |
| Best bound of the family | −4.4023 | −39.0315 |
| Bare harmonic free energy | −6.6766 | −48.9979 |

The best bound exceeds the converged value by 0.105 meV at 100 K and by 0.407 meV at 300 K, 1.2 % and 1.6 % of $kT$.

The bare harmonic free energy lies below the converged one and is no upper bound. The reason is that $H$ equals the bare harmonic Hamiltonian plus the nonnegative $\tfrac14b\sum u_i^4$, which raises or keeps every level. The bare harmonic density matrix does give a bound, once $\langle V-V_t\rangle$ is added. At 300 K its mean square displacement is, classically, $s\approx\tfrac12kT(1/50+1/1650)=0.266$ Å$^2$, so the correction is about $\tfrac34(2000)(0.266)^2=106$ meV and the bound is about $+57$ meV. The full calculation gives 57.6 meV: valid, but of little use.

Other poor choices at 300 K do less harm. $K_0=200$, 400 and 800 meV/Å$^2$ give $-37.09$, $-38.83$ and $-36.03$ meV, all above $-39.44$ meV.

The response formula gives the order of magnitude of the excess. At the best trial, $K_0-a=3bs$, and each cell contributes $\tfrac14b(u^4-6su^2)$ to $W$. Adding the constant $3s^2$ inside the bracket removes every average over pairs within one cell. What remains is the $4!=24$ ways of pairing four factors with four others. The variance of the bracket is $24s^4$, and its covariance between the cells is $24r^4$, where $r=\langle u_1u_2\rangle$. For both cells,

$$\langle(\delta W)^2\rangle=\frac{b^2}{16}\left(48s^4+48r^4\right)=3b^2(s^4+r^4).$$

Classically $r=\tfrac12kT(1/K_+-1/K_-)=0.033$ Å$^2$. If $|F''|$ kept its initial value along the path, the integral in (16) would be $\tfrac12\beta\langle(\delta W)^2\rangle$. Per cell this is $\tfrac34\beta b^2(s^4+r^4)\approx0.67$ meV. The actual 0.41 meV is smaller, so the weighted mean of $|F''|$ along the path is below this initial estimate.

Differences of bounds are not bounds. Since $S=-dF/dT$, the mean entropy between 100 and 300 K is $-\Delta F/\Delta T$. The converged free energies give $2.027k$ per cell and the bounds $2.009k$. The bound lies higher in free energy yet gives the lower entropy, because its excess grows with temperature here.

For $a=-100$ meV/Å$^2$, with $b$ and $c$ held fixed, the undisplaced crystal is unstable and has no bare harmonic free energy. The uniform wells are $a^2/4b=1.25$ meV deep per cell. At 100 K the symmetric self-consistent trial still has a real soft-mode quantum, 2.555 meV. Its bound is $-6.70$ meV per cell, against the converged $-7.23$ meV.

### The model beside lead telluride

The parameters lie in the rough regime of the transverse optic mode of PbTe, whose zone-centre frequency is about 1 THz at room temperature and rises on heating. They were chosen to fall there, so the agreement is no prediction.

The real crystal is large, moves in three directions and expands. At 300 K, with $a$, $b$ and $c$ held fixed, a ring of 64 cells lowers the trial quantum from 4.14 to 3.75 meV. Giving each cell three components with the isotropic energy $\tfrac14b|u|^4$ changes the averaged quartic curvature from $3bs$ to $5bs$, since $\partial_x^2\tfrac14|u|^4=|u|^2+2u_x^2$. This raises the quantum of the 64-cell ring to 4.335 meV.

A rough linear expansion coefficient of $2\times10^{-5}$ K$^{-1}$ gives a volume strain of 1.8 % over 300 K. With a rough Grüneisen parameter of 5, the frequency falls by about 9 %.

The same coupling lets the lattice relax around the polar motion. Take the simplest case, a displacement $u$ that is the same in every cell; cells that move independently cannot each relax their own volume in this way. For volume strain $\eta$, bulk modulus $B$ and cell volume $v$, minimize the energy per cell $\tfrac12Bv\eta^2+\tfrac12g\eta u^2$. The minimum, at $\eta=-gu^2/2Bv$, is $-g^2u^4/8Bv$, which changes $b$ by $-g^2/2Bv$. A first guess is $g=-2\times5K_0$, because the stiffness varies as the square of the frequency. For roughly $B=40$ GPa and $v=68$ Å$^3$, $b$ then falls by 16 %. This guess is too small. The coupling $g$ shifts the bare stiffness $a$, whereas the Grüneisen parameter was applied to the trial frequency, which follows $K_0=a+3bs$. When $a$ falls, $s$ grows and makes up part of the loss, so that $dK_0/da=1/(1+3b|ds/dK_0|)$, which is 1/1.74 for the two-cell ring at 300 K. A Grüneisen parameter of 5 for the trial frequency therefore needs a $g$ that is 1.74 times larger, and $b$ falls by about 48 %. The same estimate for the 64-cell ring with one component gives about 23 %, so the size depends strongly on the model. It also grows as the square of the Grüneisen parameter, whose value 5 is an assumption: the relaxed $b$ would vanish at about 7 for two cells and about 10 for 64 cells, and beyond that the quartic model no longer holds for a uniform displacement. With these rough inputs the elastic relaxation is not a small correction to the quartic energy of a uniform displacement. Its effect on the thermal trial frequency is weaker. In a large crystal with one component per cell the shared strain follows the mean square displacement, $\eta=-gs/2Bv$, and adds $g\eta=-g^2s/2Bv$ to $K_0=a+3bs$. At given $s$ this is one third of what the same change of $b$ would do in the term $3bs$. For the 64-cell ring at 300 K the strain is then 0.44 % and the trial quantum falls by about 2 %. With three components per cell, $\eta=-3gs/2Bv$, the fraction is three fifths of the change in $5bs$, the strain is 1.6 % and the quantum falls by about 8 %. This strain is the share of the thermal expansion driven by the polar modes, so the shift is part of the 9 % estimated above and not an addition to it.

Each of these estimates changes one feature of the model; they should not be added as if independent. Long-range dipole forces and the width of the phonon line are also absent. The matrix $\Phi$ optimizes a free-energy bound, and its frequencies are not by that fact the positions of measured spectral peaks. The remaining figures are in the numerical output below.

## Numbers as computed

```
site stiffness a = 50 meV/A^2
quartic coefficient b = 2000 meV/A^4
intercell stiffness c = 400 meV/A^2
mode mass = 80 u
hbar^2/mass = 0.05225 meV A^2
bare soft-mode quantum = 1.616 meV
--- 100 K, two cells, energies per cell ---
kT = 8.617 meV
converged free energy = -4.5069 meV
change with smaller basis = 8.9e-16 meV
best harmonic bound = -4.4023 meV
excess of best bound = 0.1046 meV
bare harmonic free energy = -6.6766 meV
best trial stiffness K0 = 197.96 meV/A^2
trial mean square displacement = 0.02466 A^2
trial soft-mode quantum = 3.216 meV
--- 300 K, two cells, energies per cell ---
kT = 25.852 meV
converged free energy = -39.4388 meV
change with smaller basis = 1.4e-06 meV
best harmonic bound = -39.0315 meV
excess of best bound = 0.4073 meV
bare harmonic free energy = -48.9979 meV
best trial stiffness K0 = 327.82 meV/A^2
trial mean square displacement = 0.04630 A^2
trial soft-mode quantum = 4.139 meV
300 K trial soft-mode frequency = 1.001 THz
--- other trials at 300 K, bound per cell ---
K0 = 50 meV/A^2: bound = 57.5532 meV
K0 = 100 meV/A^2: bound = -19.5801 meV
K0 = 200 meV/A^2: bound = -37.0902 meV
K0 = 400 meV/A^2: bound = -38.8261 meV
K0 = 800 meV/A^2: bound = -36.0286 meV
mean entropy 100-300 K, converged = 2.02684 kB per cell
mean entropy 100-300 K, from bound = 2.00927 kB per cell
--- unstable case a = -100 meV/A^2, 100 K ---
well depth = 1.250 meV per cell
converged free energy = -7.2317 meV per cell
best harmonic bound = -6.6974 meV per cell
trial soft-mode quantum = 2.555 meV
--- neglected effects at 300 K ---
soft-mode quantum, 64 cells = 3.753 meV
same with 3 components = 4.335 meV
rough inputs: expansion 2e-05 /K, Gruneisen 5
rough inputs: bulk modulus 40 GPa, cell 68 A^3
thermal volume strain = 1.8 %
expansion shift of quantum = -9 %
elastic change of b = -16 %
--- cubic truncation, lowest level ---
40 basis states: -141 meV
160 basis states: -2019 meV
```
